# Conductance of an armchair carbon nanotube with one missing atom: test program

```python
"""Armchair (n,n) nanotube, nearest-neighbour pi model, one vacancy. Hartree units.
Claim: T(E) = 1 + D^2/(D^2+gam^2), g = D - i gam, so T(0) = 1 for every n.
Independent road: Hamiltonian from atomic distances, lead self-energies from the
transfer matrix, atom deleted, Caroli trace; g_q also by quadrature."""
import numpy as np
from scipy.linalg import schur
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy import constants as C

t, d = 0.1, 2.68            # chosen inputs: hopping (hartree), bond length (bohr)
ETA = 1e-8*t                # selects outgoing lead modes
TOL = 1e-5                  # errors O(ETA/t) and O(eps*t/ETA), times modest powers of n

# ---------- derived formulas ----------
def F(z): return 1/(np.sqrt(z - 2 + 0j)*np.sqrt(z + 2 + 0j))
def window(n): return t if n == 1 else t*np.sin(np.pi/n)
def speeds(E): return np.sqrt(4*t*t - (E + np.array([t, -t]))**2)
def g_q(E, n, q):
    phi, e = np.pi*q/n, E/t
    mu = np.sqrt(np.sin(phi)**2 - e*e)
    return e/(t*mu)*F(np.cos(phi) + 1j*mu).imag
def Delta(E, n): return sum(g_q(E, n, q) for q in range(1, n))/n
def gamma(E, n): return np.sum(1/speeds(E))/(2*n)
def T_formula(E, n, invU=0.0):
    x = Delta(E, n) - invU
    return 1 + x*x/(x*x + gamma(E, n)**2)
def t_matrix(E, n):
    u = 1/np.sqrt(2*n*speeds(E))
    return np.eye(2) + 1j*np.outer(u, u)/(Delta(E, n) - 1j*gamma(E, n))
def slope(n):
    phi = np.pi*np.arange(1, n)/n
    return -np.sum(F(np.exp(1j*phi)).imag/np.sin(phi))/n

# ---------- real-space road ----------
def hamiltonian(n, rings):
    pos = np.array([(3*j + 1.5*l + s, np.sqrt(3)/2*l)
                    for l in rings for s in (0, 1) for j in range(n)])
    L = 3.0*n
    dx = (pos[:, None, 0] - pos[None, :, 0] + L/2) % L - L/2
    dz = pos[:, None, 1] - pos[None, :, 1]
    return np.where(abs(np.hypot(dx, dz) - 1) < 1e-9, -t, 0.0)

def self_energy(E, H0, W):   # W = hopping to the next ring outward
    m = len(H0); Wi = np.linalg.inv(W); I = np.eye(m)
    M = np.block([[Wi@((E + 1j*ETA)*I - H0), -Wi@W.T + 0j], [I + 0j, 0j*I]])
    _, Z, k = schur(M, output='complex', sort=lambda x: abs(x) < 1)
    assert k == m
    return W@Z[:m, :m]@np.linalg.inv(Z[m:, :m])

def transport(E, n, remove=None, U=0.0):
    m = 2*n; H = hamiltonian(n, (-1, 0, 1))
    H0, V = H[:m, :m].copy(), H[:m, m:2*m].copy()
    SL, SR = self_energy(E, H0, V.T), self_energy(E, H0, V)
    A = E*np.eye(3*m) - H + 0j
    A[m, m] -= U; A[:m, :m] -= SL; A[-m:, -m:] -= SR
    if remove is not None:
        keep = np.delete(np.arange(3*m), m + remove); A = A[np.ix_(keep, keep)]
    G = np.linalg.inv(A); Grl = G[-m:, :m]
    GL, GR = 1j*(SL - SL.conj().T), 1j*(SR - SR.conj().T)
    w, Q = np.linalg.eigh(GR); root = (Q*np.sqrt(np.clip(w, 0, None)))@Q.conj().T
    ev = np.linalg.eigvalsh(root@Grl@GL@Grl.conj().T@root)[::-1]
    vec = [np.r_[np.ones(n), s*np.ones(n)]/np.sqrt(m) for s in (1, -1)]
    Tc = np.array([[((a@GR@a)*(b@GL@b)).real*abs(a@Grl@b)**2 for b in vec] for a in vec])
    return np.trace(GR@Grl@GL@Grl.conj().T).real, ev[:2], Tc, G[m, m]

theta = 2*np.pi*np.arange(4000)/4000
maxdev = 0.0
for n in (1, 2, 3, 4, 5, 6, 8, 10, 15, 20):
    m = 2*n; H = hamiltonian(n, range(-2, 3))
    assert np.all((H[m:4*m] != 0).sum(axis=1) == 3)          # threefold coordination
    H0, V = H[:m, :m], H[:m, m:2*m]
    assert np.array_equal(V, H[m:2*m, 2*m:3*m]) and np.array_equal(H0, H[m:2*m, m:2*m])
    phi = np.pi*np.arange(n)/n
    for chi in (0.3, 1.7, -2.4):                             # ring phase chi = theta+phi
        num = np.linalg.eigvalsh(H0 + V*np.exp(1j*chi) + V.T*np.exp(-1j*chi))
        e = t*np.sqrt((2*np.cos(chi - phi) + np.cos(phi))**2 + np.sin(phi)**2)
        assert np.allclose(num, np.sort(np.r_[e, -e]), atol=1e-12)
    for frac in (0.0, 0.05, -0.2, 0.5, -0.9):
        E = frac*window(n)
        for q in range(1, n):                                # g_q by periodic quadrature
            h2 = t*t*abs(1 + 2*np.cos(theta)*np.exp(-1j*phi[q]))**2
            assert abs(np.mean(E/(E*E - h2)) - g_q(E, n, q)) < 1e-9
        T0, _, _, g = transport(E, n)
        assert abs(T0 - 2) < TOL
        assert abs(g - (Delta(E, n) - 1j*gamma(E, n)))*t < TOL
        Tf, tm = T_formula(E, n), t_matrix(E, n)
        rm = tm - np.eye(2)
        assert np.allclose(tm.conj().T@tm + rm.conj().T@rm, np.eye(2), atol=1e-12)
        for site in (0, m - 1):                              # an A site and a B site
            T, ev, Tc, _ = transport(E, n, remove=site)
            maxdev = max(maxdev, abs(T - Tf))
            assert abs(T - Tf) < TOL and np.allclose(ev, [1, Tf - 1], atol=TOL)
            assert np.allclose(Tc, abs(tm)**2, atol=TOL)
        assert abs(transport(E, n, U=1.0)[0] - T_formula(E, n, 1.0)) < TOL
    assert abs(transport(0.0, n, remove=0)[0] - 1) < TOL     # the main claim
    assert abs(transport(0.0, n, U=1.0)[0] - (2 - 1/(1 + 3*n*n*t*t))) < TOL
T_out = transport(1.02*window(10), 10)[0]
assert abs(T_out - 6) < TOL                                  # window really ends there
# slope from real-space Re g; cubic correction ~ (1e-3/sin(pi/n))^2
assert abs(-transport(1e-3*t, 10)[3].real*t/1e-3/slope(10) - 1) < 1e-3
logc = 2/(np.sqrt(3)*np.pi)
assert abs(slope(2000) - slope(1000) - logc*np.log(2)) < 1e-5

Eh = C.physical_constants['Hartree energy'][0]
kT = C.k*300/Eh
def mdf(E): return 1/(4*kT*np.cosh(E/(2*kT))**2)
def thermal(n):              # +-15 kT lies inside the window; lost weight ~6e-7
    return quad(lambda E: T_formula(E, n)*mdf(E), -15*kT, 15*kT, epsabs=1e-10)[0]
x, w = np.polynomial.legendre.leggauss(80)
th_rs = sum(wi*15*kT*mdf(15*kT*xi)*transport(15*kT*xi, 10, remove=0)[0]
            for xi, wi in zip(x, w))
assert abs(th_rs - thermal(10)) < TOL

# ---------- worked example ----------
n = 10; G0 = 2*C.e**2/C.h
assert abs(G0/(C.e**2/C.hbar) - 1/np.pi) < 1e-12
print(f"inputs: n = {n}, t = {t} hartree = {t*Eh/C.e:.4f} eV, d = {d} bohr")
print(f"diameter = {3*n*d/np.pi:.3f} bohr, ring spacing = {np.sqrt(3)/2*d:.4f} bohr")
print(f"window t sin(pi/n) = {window(n):.6f} hartree = {window(n)*Eh/C.e:.4f} eV")
print(f"pristine T at 1.02 x window edge = {T_out:.5f}")
print(f"G0 = 1/pi = {1/np.pi:.6f} a.u. = {G0*1e6:.4f} microsiemens")
print(f"resistance: T=2 {1e-3/(2*G0):.4f} kohm, T=1 {1e-3/G0:.4f} kohm")
for E in (0.0, 0.005):
    v = speeds(E); tm = abs(t_matrix(E, n))**2; rs = transport(E, n, remove=0)
    print(f"--- E = {E} hartree = {E*Eh/C.e:.4f} eV ---")
    print(f"v+ = {v[0]:.6f}, v- = {v[1]:.6f} rings per a.u. of time")
    if E:
        for q in range(1, 6):
            mu = np.sqrt(np.sin(np.pi*q/n)**2 - (E/t)**2)
            imF = F(np.cos(np.pi*q/n) + 1j*mu).imag
            print(f"q={q}: mu = {mu:.6f}, Im F = {imF:.6f},"
                  f" g_q = g_(n-q) = {g_q(E, n, q):.6f} 1/hartree")
    print(f"Delta = {Delta(E, n) + 0.0:.6f}, gamma = {gamma(E, n):.6f} 1/hartree")
    print(f"|t++|^2 = {tm[0,0]:.5f}, |t--|^2 = {tm[1,1]:.5f}, |t+-|^2 = {tm[0,1]:.5f}")
    print(f"T formula = {T_formula(E, n):.6f}, T real space = {rs[0]:.6f}")
    print(f"transmission eigenvalues = {rs[1][0]:.5f}, {abs(rs[1][1]):.5f}")
    print(f"G = {T_formula(E, n)/np.pi:.6f} a.u. = {T_formula(E, n)*G0*1e6:.3f} microsiemens")
print("T(E) for n = 10, E as fraction of window:")
for fr in (0.05, 0.1, 0.2, 0.5, 0.9, 0.999):
    print(f"  {fr}: E = {fr*window(n):.6f} hartree, T = {T_formula(fr*window(n), n):.5f}")
print("n, window(Ha), gamma0(1/Ha), S_n, halfwidth(Ha), linear est.(Ha), T(0), T(0;U=1Ha)")
for k in (5, 10, 20, 40):
    hw = brentq(lambda E: -Delta(E, k) - gamma(E, k), 1e-9, 0.999999*window(k))
    if k <= 20:
        assert abs(transport(hw, k, remove=0)[0] - 1.5) < TOL
    print(f"{k}, {window(k):.6f}, {gamma(0, k):.5f}, {slope(k):.5f}, {hw:.6f}, "
          f"{t/(np.sqrt(3)*k*slope(k)):.6f}, {T_formula(0, k):.5f}, {T_formula(0, k, 1.0):.5f}")
print(f"log coefficient 2/(sqrt3 pi) = {logc:.6f}, times ln 2 = {logc*np.log(2):.6f}")
print(f"S_2000 - S_1000 = {slope(2000) - slope(1000):.6f}")
print(f"kT at 300 K = {kT:.6e} hartree")
for k in (5, 10, 20):
    print(f"n = {k}: G/G0 at 300 K = {thermal(k):.4f}")
print(f"largest |T real space - T formula| in tests = {maxdev:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
inputs: n = 10, t = 0.1 hartree = 2.7211 eV, d = 2.68 bohr
diameter = 25.592 bohr, ring spacing = 2.3209 bohr
window t sin(pi/n) = 0.030902 hartree = 0.8409 eV
pristine T at 1.02 x window edge = 6.00000
G0 = 1/pi = 0.318310 a.u. = 77.4809 microsiemens
resistance: T=2 6.4532 kohm, T=1 12.9064 kohm
--- E = 0.0 hartree = 0.0000 eV ---
v+ = 0.173205, v- = 0.173205 rings per a.u. of time
Delta = 0.000000, gamma = 0.577350 1/hartree
|t++|^2 = 0.25000, |t--|^2 = 0.25000, |t+-|^2 = 0.25000
T formula = 1.000000, T real space = 1.000000
transmission eigenvalues = 1.00000, 0.00000
G = 0.318310 a.u. = 77.481 microsiemens
--- E = 0.005 hartree = 0.1361 eV ---
v+ = 0.170220, v- = 0.175997 rings per a.u. of time
q=1: mu = 0.304945, Im F = -0.553239, g_q = g_(n-q) = -0.907112 1/hartree
q=2: mu = 0.585655, Im F = -0.508387, g_q = g_(n-q) = -0.434033 1/hartree
q=3: mu = 0.807470, Im F = -0.473397, g_q = g_(n-q) = -0.293136 1/hartree
q=4: mu = 0.949741, Im F = -0.453602, g_q = g_(n-q) = -0.238803 1/hartree
q=5: mu = 0.998749, Im F = -0.447325, g_q = g_(n-q) = -0.223943 1/hartree
Delta = -0.397011, gamma = 0.577832 1/hartree
|t++|^2 = 0.48489, |t--|^2 = 0.49623, |t+-|^2 = 0.16978
T formula = 1.320682, T real space = 1.320682
transmission eigenvalues = 1.00000, 0.32068
G = 0.420386 a.u. = 102.328 microsiemens
T(E) for n = 10, E as fraction of window:
  0.05: E = 0.001545 hartree, T = 1.04261
  0.1: E = 0.003090 hartree, T = 1.15164
  0.2: E = 0.006180 hartree, T = 1.42088
  0.5: E = 0.015451 hartree, T = 1.83834
  0.9: E = 0.027812 hartree, T = 1.97426
  0.999: E = 0.030871 hartree, T = 1.99951
n, window(Ha), gamma0(1/Ha), S_n, halfwidth(Ha), linear est.(Ha), T(0), T(0;U=1Ha)
5, 0.058779, 1.15470, 0.53653, 0.020606, 0.021522, 1.00000, 1.42857
10, 0.030902, 0.57735, 0.78779, 0.007220, 0.007329, 1.00000, 1.75000
20, 0.015643, 0.28868, 1.04178, 0.002753, 0.002771, 1.00000, 1.92308
40, 0.007846, 0.14434, 1.29636, 0.001110, 0.001113, 1.00000, 1.97959
log coefficient 2/(sqrt3 pi) = 0.367553, times ln 2 = 0.254768
S_2000 - S_1000 = 0.254768
kT at 300 K = 9.500435e-04 hartree
n = 5: G/G0 at 300 K = 1.0063
n = 10: G/G0 at 300 K = 1.0465
n = 20: G/G0 at 300 K = 1.1955
largest |T real space - T formula| in tests = 3.8e-07
ALL CHECKS PASSED
```
